# Longitudinal modulus of a porous low-k film from Brillouin backscattering

**Question**

I have a Brillouin spectrum of a porous organosilicate low-k film, taken in backscattering at normal incidence with a 532 nm laser. The longitudinal peak is shifted by 14.0 GHz. The refractive index is 1.3 and the film density is 1.2 g/cm³.

I assumed that the light selects a sound wave of half the laser wavelength, multiplied by the frequency to get a speed, and used \(M=\rho v^2\). That gave 16.6 GPa, which seems too stiff for this film. Where is the mistake, what is the right value, and can I call it Young's modulus? I would also like to know how many digits to believe.

**Answer**

The selected sound wave has half the wavelength of the light *inside the film*, so your speed is too large by a factor \(n\) and your modulus by \(n^2\). The relation follows from matching the phases of the light and sound waves.

**Which sound wave scatters the light back**

Let \(z\) point into the film. I take the film as transparent, isotropic and many acoustic wavelengths thick, with pores much smaller than that wavelength. The incident light has the phase \(kz-\omega t\), where

\[
k=\frac{n\omega}{c}=\frac{2\pi n}{\lambda}
\]

and \(\lambda\) is the vacuum wavelength. A sound wave travelling into the film has the displacement

\[
u=u_0\cos(qz-\Omega t),\qquad \Omega=2\pi f .
\]

Its compressions modulate the refractive index with the same period. The modulation multiplies the light field, and a product of two cosines contains the sum and the difference of their phases. The difference is

\[
(k-q)z-(\omega-\Omega)t .
\]

Light leaving backwards has the phase \(-k'z-\omega't\). The two agree throughout the film if

\[
\omega'=\omega-\Omega,\qquad q=k+k' .
\]

A sound wave moving away from the laser therefore lowers the light frequency (the Stokes peak). A wave moving towards the laser has the phase \(-qz-\Omega t\). The sum of this phase and that of the incident light then matches, and the frequency rises.

Neglecting the change of \(n\) over this tiny frequency interval, \(k'=n(\omega-\Omega)/c\). With \(\Omega=vq\), where \(v\) is the sound speed,

\[
\Omega=\frac{nv}{c}(2\omega-\Omega)
\quad\Longrightarrow\quad
\Omega\left(1+\frac{nv}{c}\right)=\frac{2nv\,\omega}{c}.
\]

Dividing by \(2\pi\) and using \(\omega/(2\pi c)=1/\lambda\) gives

\[
f=\frac{2nv}{\lambda}\,\frac{1}{1+nv/c}\simeq\frac{2nv}{\lambda}.
\]

The last factor lowers \(f\) by 12.4 parts per million here if dispersion is ignored. With dispersion, the group index replaces \(n\) in this factor and the last digit changes. Either way the factor can be dropped. Then \(k'=k\), and

\[
q=\frac{4\pi n}{\lambda},\qquad
\Lambda=\frac{2\pi}{q}=\frac{\lambda}{2n}=204.6\ \text{nm}.
\]

Your assumption amounted to \(\Lambda=\lambda/2\).

The selected period can be tested without assuming phase matching. I computed the reflection, layer by layer, from a 20 µm long index grating of amplitude 0.001 about 1.3, and varied the wavenumber of the grating in steps of 0.01 % of \(q\). The reflection was strongest at the predicted \(q\). I then let the grating with period \(\Lambda\) move away at the sound speed found below. The phase of the reflected light turned at a rate equivalent to −14.000 GHz, which confirms the sign of the shift and the rule \(f=v/\Lambda\). It does not test the period again, because any grating moving at \(\Lambda f\) turns the phase at this rate; the period is fixed by the scan.

**From sound speed to modulus**

Consider a slice of area \(A\) and thickness \(dz\). Its mass is \(\rho A\,dz\), and the stress on its faces is \(\sigma=M\,\partial u/\partial z\). Newton's law reads

\[
\rho A\,dz\,\frac{\partial^2u}{\partial t^2}
=A\left[\sigma(z+dz)-\sigma(z)\right]
=A\,M\frac{\partial^2u}{\partial z^2}\,dz .
\]

Inserting the cosine wave, each side produces a factor \(-u\):

\[
-\rho\Omega^2u=-Mq^2u
\quad\Longrightarrow\quad
v^2=\frac{\Omega^2}{q^2}=\frac{M}{\rho}.
\]

Here \(\rho\) is the density of the whole film, pores included, because the wave moves the film as a whole. Solving the frequency law for \(v\) and inserting it gives

\[
M=\rho\left(\frac{\lambda f}{2n}\right)^2 .
\]

For your data,

\[
v=\frac{(532\times10^{-9}\ \text{m})(14.0\times10^{9}\ \text{s}^{-1})}{2\times1.3}
=2864.6\ \text{m/s},
\]

\[
M=(1200\ \text{kg/m}^3)(2864.6\ \text{m/s})^2
=9.85\times10^9\ \text{Pa}=9.85\ \text{GPa}.
\]

Leaving out \(n\) multiplies this by \(1.3^2=1.69\) and gives your 16.6 GPa. Note that \(f\) is the ordinary frequency shift, not the angular one.

**Why this is not Young's modulus**

Young's modulus \(E\) describes a bar whose sides are free to move. In this wave, each piece of film is surrounded by material doing the same thing, so there is no sideways strain. With Poisson's ratio \(\nu\) and equal sideways stresses \(\sigma_x=\sigma_y=s\), Hooke's law gives

\[
0=\varepsilon_x=\frac{s-\nu(s+\sigma_z)}{E}
\quad\Longrightarrow\quad
s=\frac{\nu}{1-\nu}\sigma_z .
\]

The strain along the normal is then

\[
\varepsilon_z=\frac{\sigma_z-2\nu s}{E}
=\frac{\sigma_z}{E}\,\frac{1-\nu-2\nu^2}{1-\nu}
=\frac{\sigma_z}{E}\,\frac{(1+\nu)(1-2\nu)}{1-\nu}.
\]

Since \(M=\sigma_z/\varepsilon_z\),

\[
E=M\,\frac{(1+\nu)(1-2\nu)}{1-\nu}.
\]

For \(\nu=0\) the two moduli agree. As \(\nu\) approaches 1/2 at fixed \(M\), \(E\) tends to zero: resistance to volume change then dominates \(M\), while a free bar can deform by bulging.

Your single peak does not determine \(\nu\). Assumed values of 0.20, 0.25 and 0.30 give \(E=8.86\), 8.21 and 7.32 GPa. Report \(M\), or report \(E\) together with the assumed \(\nu\).

**How many digits to believe**

Taking the logarithm of the formula for \(M\) and differentiating at fixed \(\lambda\) gives

\[
\frac{dM}{M}=\frac{d\rho}{\rho}+2\frac{df}{f}-2\frac{dn}{n}.
\]

For small independent errors, the squares add:

\[
\left(\frac{\delta M}{M}\right)^2
=\left(\frac{\delta\rho}{\rho}\right)^2
+\left(\frac{2\,\delta f}{f}\right)^2
+\left(\frac{2\,\delta n}{n}\right)^2 .
\]

Suppose the standard errors are 0.05 g/cm³ in density, 0.1 GHz in shift and 0.01 in index. Their contributions are 4.17 %, 1.43 % and 1.54 %, which combine to 4.67 %, or 0.46 GPa. With those errors, I would quote \(M=9.8\pm0.5\) GPa. Density is then the input to improve first. If the density and index errors are linked, the squares no longer simply add; errors of the same sign partly cancel.

**Film thickness can matter as much as density**

You did not give a thickness, so take 2 µm, a thick blanket test film. It holds 9.77 acoustic wavelengths. Phase matching over a finite depth \(d\) is incomplete. For travelling waves, the scattered amplitude at a wavenumber mismatch \(\Delta q\) is proportional to

\[
\int_0^d e^{i\Delta q z}\,dz ,
\]

so the intensity varies as \((\sin x/x)^2\), with \(x=\Delta q\,d/2\). It falls to half at \(x\simeq\pm1.39\). The full width in wavenumber is therefore \(4(1.39)/d\), and multiplication by \(v/2\pi\) gives

\[
\Delta f\simeq0.886\,\frac{v}{d}=1.27\ \text{GHz}.
\]

Reflections at the film boundaries turn the travelling waves into standing modes. For an ideally rigid substrate, the displacement vanishes there, while the stress vanishes at the free surface. An odd number of quarter wavelengths must fit:

\[
d=(2m+1)\frac{\Lambda_m}{4}
\quad\Longrightarrow\quad
f_m=\frac{v}{\Lambda_m}=\left(m+\frac12\right)\frac{v}{2d},
\qquad m=0,1,2,\ldots
\]

The spacing is 0.716 GHz, so the broadened peak covers one mode near its centre and weaker ones on its flanks. With equal thermal elastic energy in each mode, scattering from strain alone and no light reflected at the film boundaries, the strongest is \(m=19\), at 13.965 GHz. The stronger of its neighbours has 0.45 of its intensity.

Treating the strongest mode as the bulk peak would give 9.80 GPa, a small error because this thickness happens to place a mode near 14.0 GHz. If the nearest mode were half a spacing away, the error in \(M\) would be about 5 %. This applies when the modes are resolved. If instrument width and damping exceed the spacing, neighbouring modes merge into one peak that lies closer to the bulk frequency, and the error is smaller. A real silicon substrate is not perfectly rigid, so sound leaks into it and broadens the modes. Silicon also reflects green light strongly, which changes the relative intensities, so the ratio 0.45 is not a prediction for a film on silicon.

If you resolve several peaks and know \(d\), fit them with the mode formula. Changing the laser wavelength also helps: the bulk shift follows \(n/\lambda\), whereas the mode frequencies stay put and their intensities change.

**Smaller corrections**

*Collection angle.* If the scattered ray deviates by \(\delta\) from straight back inside the film, the triangle of wavevectors gives

\[
q=2k\sin\frac{\pi-\delta}{2}=2k\cos\frac{\delta}{2}.
\]

For a collimated incident beam and a lens of numerical aperture 0.30, \(\sin\delta_{\max}=0.30/1.3\), so \(\delta_{\max}=13.3^\circ\). For uniform scattering into this cone, the mean of \(\delta^2\) is about \(\delta_{\max}^2/2\). The mean shift is then lowered by the fraction \(\delta_{\max}^2/16\), and the inferred modulus by twice that, 0.68 %. If the laser is focused through the same lens and fills it uniformly, the spreads of the incident and collected rays add, the mean of \(\delta^2\) doubles, and so does this correction.

*Pores.* To estimate the effect of granularity, replace the film by masses \(m_0\) spaced by \(a=2\) nm and joined by springs \(\kappa\). The equation of motion is

\[
m_0\ddot u_j=\kappa(u_{j+1}+u_{j-1}-2u_j),
\]

and a wave of wavenumber \(q\) has

\[
\Omega=2\sqrt{\frac{\kappa}{m_0}}\,\sin\frac{qa}{2}
\simeq vq\left(1-\frac{q^2a^2}{24}\right),
\qquad v=a\sqrt{\frac{\kappa}{m_0}} .
\]

The frequency falls by 0.016 %. This is an estimate for a regular chain; it does not describe large or clustered pores.

*Heat.* Compression warms the film slightly, and at this frequency the heat has little time to flow: the diffusion rate is 0.0027 of \(\Omega\). Let \(K\) be the bulk modulus, \(\beta\) the volume expansion coefficient, \(C\) the heat capacity per volume at fixed strain and \(\theta\) the temperature change. Then

\[
\sigma=M_T\varepsilon-K\beta\theta,\qquad
0=K\beta\varepsilon+\frac{C\theta}{T}.
\]

The second equation states that the entropy is constant. It gives \(\theta=-TK\beta\varepsilon/C\), and hence

\[
M=M_T+\frac{T(K\beta)^2}{C}.
\]

I used rough values: 300 K, linear expansion 15 ppm/K (so \(\beta\) is three times that), heat capacity 1.0 J/(g K) and thermal conductivity 0.3 W/(m K). With \(\nu=0.25\), \(K=E/[3(1-2\nu)]=5.47\) GPa. The difference from the isothermal modulus \(M_T\) is then 0.015 GPa.

**Comparison with real low-k layers**

An index near 1.3, a density near 1.2 g/cm³ and a modulus of several GPa are roughly typical of porous organosilicate dielectrics. The 2 µm thickness is not typical of interconnect layers, which are often a few hundred nanometres or less. In such thin layers the bulk formula can give a large error. Near 0.5 µm, with the other inputs fixed, the width and mode spacing are about four times larger than in the thick film, and a mode half a spacing above the bulk frequency would raise the inferred \(M\) by roughly 20 %. Use the film modes there.

Two material limits remain. If the stiffness along the normal differs from that in the plane, but all in-plane directions are equivalent, your \(M\) describes strain along the normal only, and the conversion to \(E\) above does not apply. If the film relaxes mechanically between slow loading and 14 GHz, a slow test will find it softer; one Brillouin peak cannot tell you by how much. This concerns relaxation alone: nanoindentation of a thin soft film on silicon also feels the substrate and tends to read too stiff, so it need not give a lower number. The numerical output below collects the main values used here.

## Numbers as computed

```
Input frequency shift: 14.0 GHz
Input vacuum wavelength: 532 nm
Input refractive index: 1.3 (no unit)
Input density: 1.2 g/cm3
Acoustic wavenumber: 0.03071 1/nm
Acoustic wavelength: 204.6 nm
Longitudinal speed: 2864.6 m/s
Longitudinal modulus: 9.847 GPa
Longitudinal modulus: 9.847e+09 Pa
Modulus if index is forgotten: 16.64 GPa
Bragg peak q / predicted q: 1.00000 (no unit)
Shift from moving grating: -14.000 GHz
Shift from elastic column: 13.9999 GHz
Stokes recoil reduction: 12.4 ppm
Young's modulus for nu=0.20: 8.86 GPa
Young's modulus for nu=0.25: 8.21 GPa
Young's modulus for nu=0.30: 7.32 GPa
Assumed shift error: 0.1 GHz
Assumed index error: 0.01 (no unit)
Assumed density error: 0.05 g/cm3
Modulus error from shift: 1.43 %
Modulus error from index: 1.54 %
Modulus error from density: 4.17 %
Combined modulus error: 4.67 %
Combined modulus error: 0.46 GPa
Rough film thickness: 2.0 um
Thickness / acoustic wavelength: 9.77 (no unit)
Finite-thickness full width: 1.27 GHz
Standing-mode spacing: 0.716 GHz
Strongest mode number m: 19 (no unit)
Strongest mode frequency: 13.965 GHz
Modulus from strongest mode: 9.80 GPa
Stronger neighbour intensity ratio: 0.45 (no unit)
Modulus bias at half a mode spacing: 5.2 %
Collection numerical aperture: 0.30 (no unit)
Largest internal deviation: 13.3 degrees
Aperture bias of modulus: -0.68 %
Rough pore scale: 2.0 nm
Pore-scale frequency reduction: 0.016 %
Rough temperature: 300 K
Rough linear expansion: 15 ppm/K
Rough heat capacity: 1.0 J/(g K)
Rough thermal conductivity: 0.3 W/(m K)
Bulk modulus for nu=0.25: 5.47 GPa
Adiabatic minus isothermal modulus: 0.015 GPa
Heat diffusion rate / angular frequency: 0.0027 (no unit)
```
